# Midgap States and Gapless Linear Dispersion at a Dirac Mass Wall, part 1

(Sections cited here and not found follow in the second part.)

## The junction and its model

Two narrow-gap semiconductors can have gaps of similar size and yet differ in the order of their band edges: the orbital that forms the conduction edge in one forms the valence edge in the other. If they are joined, the edges exchange roles across the interface: the gap, counted with a sign for the band order, changes sign. The question is whether this leaves an electronic state in the common gap, and how its energy depends on the wave vector along the interface.

Let $z$ be the junction normal and $\mathbf k=(k_x,k_y)$ the conserved in-plane wave vector, measured from the band extremum. Near one extremum, two spin-degenerate bands coupled linearly in momentum give the envelope Hamiltonian

$$H=A(\alpha_xk_x+\alpha_yk_y)-iA\alpha_z\partial_z+\beta m(z)+V(z),\qquad A=\hbar v .$$

Here $\alpha_i=\tau_x\sigma_i$ and $\beta=\tau_z$, where $\tau$ acts on the two orbitals and $\sigma$ on the Kramers index. These four matrices are Hermitian, square to one and anticommute with each other. In a uniform region $E=V\pm\sqrt{m^2+A^2(k^2+k_z^2)}$, so $|m|$ is half the gap, while the sign of $m$ records the band order.

**Assumptions.** The velocity $v$ is the same on both sides, the envelope is continuous, and $m(z)$ is real, bounded and piecewise continuous, with

$$m\to-M_1\ (z\to-\infty),\qquad m\to+M_2\ (z\to+\infty),\qquad M_1,M_2>0 .$$

First let $V=0$; a constant $V$ merely moves the zero of energy.

**Theorem 1.** For every $\mathbf k$ the wall binds two states with energies $+A|\mathbf k|$ and $-A|\mathbf k|$, whatever the shape of $m(z)$ between its limits. They meet at midgap at $\mathbf k=0$. No bound state has $|E|<A|\mathbf k|$.

## Proof of Theorem 1

**Lemma 1.** The matrix $\Gamma=i\beta\alpha_z$ is Hermitian, has $\Gamma^2=1$, commutes with $\alpha_x,\alpha_y$, and anticommutes with $\alpha_z,\beta$. Each of its eigenvalues $\pm1$ is twofold.

*Proof.* First, $\Gamma^\dagger=-i\alpha_z\beta=i\beta\alpha_z=\Gamma$, and $\Gamma^2=-\beta\alpha_z\beta\alpha_z=\beta^2\alpha_z^2=1$. Moving $\alpha_x$ or $\alpha_y$ through $\Gamma$ passes two anticommuting factors, so the signs cancel. Moving $\beta$ or $\alpha_z$ through it passes one such factor, which leaves a minus sign. Finally $\mathrm{tr}\,\Gamma=\mathrm{tr}(\beta\Gamma\beta)=-\mathrm{tr}\,\Gamma=0$, so the four eigenvalues are two $+1$ and two $-1$. ∎

**Lemma 2.** Let $D=-iA\alpha_z\partial_z+\beta m$ be the Hamiltonian at $\mathbf k=0$. The normalizable solutions of $D\psi=0$ are

$$\psi=\chi\,\varphi(z),\qquad \Gamma\chi=-\chi,\qquad \varphi(z)=N\exp\Big[-\frac1A\int_0^z m(z')\,dz'\Big],$$

and they form a two-dimensional space.

*Proof.* Multiply $D\psi=0$ from the left by $i\alpha_z$. Since $(i\alpha_z)(-i\alpha_z)=1$ and $i\alpha_z\beta=-i\beta\alpha_z=-\Gamma$,

$$A\psi'-\Gamma m\psi=0,\qquad\text{so}\qquad \psi'=\frac mA\,\Gamma\psi .$$

The parts with $\Gamma=\pm1$ decouple and are proportional to $\exp(\pm\int_0^z m\,dz'/A)$. For $z\to+\infty$ the integral grows as $M_2z$. For $z\to-\infty$ it grows as $(-M_1)z=M_1|z|$. The upper sign thus diverges at both ends and the lower sign decays at both. Lemma 1 supplies two spinors $\chi$. ∎

If $m$ has the same sign at both ends, the integral has opposite signs there; each solution then diverges at one end, and no zero-energy state exists. If the wall is reversed, $\Gamma=+1$ is the bound sector.

**In-plane motion.** Write $H=D+h$ with $h=A(\alpha_xk_x+\alpha_yk_y)$. Since $h$ commutes with $\Gamma$, it maps the space $\Gamma=-1$ into itself, and since $D\chi\varphi=0$,

$$H\,\chi\varphi=\varphi\,h\chi .$$

The problem is now a $2\times2$ matrix. In the chosen representation $\Gamma=i\tau_z\tau_x\sigma_z=-\tau_y\sigma_z$, so $\Gamma=-1$ means $\tau_y\sigma_z=+1$. A basis is $e_1=|\tau_y{=}+\rangle|{\uparrow}\rangle$, $e_2=|\tau_y{=}-\rangle|{\downarrow}\rangle$, with $|\pm\rangle=(1,\pm i)/\sqrt2$. From $\tau_x|+\rangle=i|-\rangle$ and $\tau_x|-\rangle=-i|+\rangle$,

$$\alpha_xe_1=ie_2,\quad \alpha_xe_2=-ie_1,\quad \alpha_ye_1=-e_2,\quad \alpha_ye_2=-e_1 .$$

With Pauli matrices $s_i$ in this basis, $\alpha_x\to s_y$ and $\alpha_y\to-s_x$, so that

$$h\to A(k_xs_y-k_ys_x),\qquad h^2=A^2(k_x^2+k_y^2).$$

The cross terms cancel because $s_xs_y+s_ys_x=0$. The matrix is traceless, so its eigenvalues are $\pm A|\mathbf k|$.

**Lower bound.** The matrices in $h$ anticommute with those in $D$, so $H^2=D^2+A^2k^2$. A normalized bound state of energy $E$ obeys $E^2=\|D\psi\|^2+A^2k^2\ge A^2k^2$. Equality requires $D\psi=0$, which returns the two states found. ∎

The law does not bend because $h$ acts within the space of solutions of $D\psi=0$ and squares to $A^2k^2$ there. Here the envelope $\varphi$ also happens not to depend on $\mathbf k$, but that is not the reason: a scalar term $Ck^2$ keeps the envelope and bends the law, while the mass correction below changes the envelope and leaves the law linear. The matrices $s_i$ mix orbital and Kramers index; they do not by themselves give a measured spin texture.

An in-plane correction $Bk^2\beta$ to the mass is covered too: it replaces $m(z)$ by $m(z)+Bk^2$, and for $V=0$ the law holds while this sum still changes sign. With the offset $V=E_0+\gamma m$ of Theorem 2 below, the same replacement adds $-\gamma Bk^2$ to both branches and bends them: $-4.8$ meV at $k=0.20\ \mathrm{nm^{-1}}$ for $\gamma=0.24$ and $B=0.5$ eV nm².

## Are there other states in the gap?

Where $m$ is differentiable, the square of $D$ is

$$D^2=-A^2\partial_z^2+m^2-iA\big[\alpha_z\beta(m'+m\partial_z)+\beta\alpha_zm\partial_z\big]
=-A^2\partial_z^2+m^2+A\Gamma m' ,$$

because the terms in $m\partial_z$ cancel and $-i\alpha_z\beta=\Gamma$. Since $D$ anticommutes with $\Gamma$, it maps an eigenstate of $D^2$ with eigenvalue $\lambda>0$ and $\Gamma=-1$ to one with the same $\lambda$ and $\Gamma=+1$. Further states can therefore be sought in the potential $U_+=m^2+Am'$.

**Proposition 1.** Let $M_1\le M_2$, $\bar M=(M_1+M_2)/2$, and

$$m(z)=\frac{M_2-M_1}2+\bar M\tanh\frac zw .$$

If $w<A/M_1$, the wall has no bound states besides those of Theorem 1 below the bulk threshold $E^2=M_1^2+A^2k^2$.

*Proof.* Put $x=1+\tanh(z/w)$, so $0<x<2$, $m=-M_1+\bar Mx$ and $m'=(\bar M/w)x(2-x)$. Then

$$U_+-M_1^2=x\Big[-2M_1\bar M+\bar M^2x+\frac{A\bar M}w(2-x)\Big].$$

The bracket is linear in $x$. At $x=0$ it is $2\bar M(A/w-M_1)>0$, and at $x=2$ it is $\bar M(M_2-M_1)\ge0$. Hence $U_+\ge M_1^2$ everywhere, and no eigenvalue lies below $M_1^2$. ∎

A wide wall behaves differently. For $m=M\tanh(z/w)$ and $S=Mw/A$,

$$U_+=M^2-\frac{A^2}{w^2}S(S-1)\,\mathrm{sech}^2\frac zw .$$

Try $f=\mathrm{sech}^p(z/w)$, for which $f''=w^{-2}[p^2-p(p+1)\,\mathrm{sech}^2(z/w)]f$. The $\mathrm{sech}^2$ terms cancel if $p(p+1)=S(S-1)$, hence $p=S-1$. This is normalizable for $S>1$ and has no node, so it is the lowest state. Its eigenvalue gives

$$E_1^2=M^2-\Big(M-\frac Aw\Big)^2=\frac{2MA}w-\frac{A^2}{w^2}.$$

At finite $k$ one adds $A^2k^2$, so these states are massive. For $S\le1$, $U_+\ge M^2$ and they are absent. With $A=0.3291$ eV nm, $M=0.125$ eV and $w=6$ nm, $S=2.28$; formula and diagonalization both give $E_1=0.1035$ eV.

## Band offset

Real junctions also have a step in the mean band energy.

**Theorem 2.** Let $V=E_0+\gamma m(z)$ with $|\gamma|<1$, and $c=\sqrt{1-\gamma^2}$. There are bound states with

$$E=E_0\pm cA|\mathbf k|,\qquad d=\pm\gamma A|\mathbf k|,\qquad\text{as long as } -cM_2<d<cM_1 .$$

*Proof.* Insert $\psi=\chi\exp[-\int_0^z(cm+d)dz'/A]$ and $\varepsilon=E-E_0$ into $H\psi=E\psi$. The terms proportional to $m$ and the constant terms vanish separately if

$$(ic\alpha_z+\beta+\gamma)\chi=0,\qquad (id\alpha_z+h-\varepsilon)\chi=0 .$$

Multiplying the first equation by $\beta$ gives $\tilde\Gamma\chi=-\chi$ with $\tilde\Gamma=c\Gamma+\gamma\beta$. This matrix is Hermitian and traceless, with square $c^2+\gamma^2=1$, so two spinors qualify.

For the second, define $K=(c+i\gamma\alpha_z)h$. It is Hermitian because $\alpha_z$ and $h$ anticommute. It also commutes with $\tilde\Gamma$. To see this, use $h\tilde\Gamma=(c\Gamma-\gamma\beta)h$ and $\Gamma\beta=-i\alpha_z$ to obtain

$$\tilde\Gamma h\tilde\Gamma=(c^2-\gamma^2+2ic\gamma\alpha_z)h .$$

Hence $(h+\tilde\Gamma h\tilde\Gamma)/2=c(c+i\gamma\alpha_z)h=cK$, and the left side commutes with $\tilde\Gamma$. Further,

$$K^2=(c+i\gamma\alpha_z)(c-i\gamma\alpha_z)h^2=A^2k^2 .$$

Replacing $h$ by the $\alpha$ matrix of the perpendicular in-plane direction gives an operator that also commutes with $\tilde\Gamma$ but anticommutes with $K$. Both eigenvalues $\pm A|\mathbf k|$ of $K$ therefore occur in the allowed space. For such a $\chi$, multiplication of $K\chi=\pm A|\mathbf k|\chi$ by $c-i\gamma\alpha_z$ yields

$$h\chi=\pm A|\mathbf k|(c-i\gamma\alpha_z)\chi .$$

This is the second equation with the stated $\varepsilon$ and $d$. Decay on the right needs $cM_2+d>0$, and on the left $-cM_1+d<0$. ∎

Every sharp step has the required form. Solving $V_R=E_0+\gamma M_2$ and $V_L=E_0-\gamma M_1$ gives

$$\gamma=\frac{V_R-V_L}{M_1+M_2},\qquad E_0=\frac{M_2V_L+M_1V_R}{M_1+M_2}.$$

The condition $|\gamma|<1$ says that the two bulk gaps overlap. If they do not, no energy at $\mathbf k=0$ is evanescent on both sides, and the bound state is lost.

For $\gamma>0$ the upper branch ends at $k_{\rm end}=cM_1/(\gamma A)$, where its left decay length diverges. There the left bulk edge, measured from $E_0$, is $-\gamma M_1+\sqrt{M_1^2+A^2k_{\rm end}^2}=-\gamma M_1+M_1/\gamma=c^2M_1/\gamma$. This equals $cAk_{\rm end}$, so the branch merges with the bulk band.

## What protects the crossing, and what removes it

**General potential.** Time reversal $T=i\sigma_y\mathcal K$, with $\mathcal K$ complex conjugation, has $T^2=-1$ and commutes with $H$ at $\mathbf k=0$ for any real $V(z)$. A bound level there is therefore at least twofold degenerate: $V$ can shift the crossing or push it into the bulk bands, but cannot split it. To first order the shift is $\int V\varphi^2dz$, equal for both spinors. The dispersion is then linear only near the crossing in general, and its slope, an expectation value of $A\alpha$, cannot exceed $A$ in magnitude.

**Exchange.** A magnetization along $z$ may be modelled by $\Delta\sigma_z$, which breaks $T$. It commutes with $\Gamma$ and acts as $\Delta s_z$ on $e_1,e_2$. Since $s_z$ anticommutes with $s_x$ and $s_y$,

$$E=\pm\sqrt{A^2k^2+\Delta^2},$$

with a gap $2|\Delta|$ as long as $|\Delta|<\min(M_1,M_2)/2$. Beyond that the bulk edges, which move to $M_i-|\Delta|$, set the gap. This range is for $V=0$. With the offset of Theorem 2 the crossing lies nearer a bulk edge, and at $\mathbf k=0$ the range shrinks to $(1-|\gamma|)\min(M_1,M_2)/2$: for $M_1=0.10$ eV, $M_2=0.15$ eV and $\gamma=0.24$ it is 38 meV, and $\Delta=45$ meV gives a gap of 76 meV, not 90 meV. On a wide wall the massive states move to $E_1-|\Delta|$ and take over earlier, at $|\Delta|=E_1/2$: for the 6 nm wall above, $\Delta=58$ meV gives a gap of 91 meV, not 116 meV. For $\Delta=10$ meV the diagonalization gives 20.0 meV. The exchange need not be equal on the two orbitals. The difference enters as $\Delta'\tau_z\sigma_z$, which also breaks $T$ but at $\mathbf k=0$ only replaces $m$ by $m\pm\Delta'$ in the two $\sigma_z$ sectors; for $V=0$ it alone opens no gap while $|\Delta'|<\min(M_1,M_2)$. The $\Delta$ above is then the average over the two orbitals: 10 meV on one orbital only gives a gap of 10 meV. An offset changes this. Since $E_0+\gamma m=E_0\mp\gamma\Delta'+\gamma(m\pm\Delta')$, the two levels lie at $E_0\pm(\Delta-\gamma\Delta')$. For $\gamma=0.24$, $\Delta'=10$ meV alone opens a gap of 4.8 meV, and 10 meV on one orbital gives 7.6 or 12.4 meV, depending on the orbital.

A wall where the mass changes sign binds two states with energies $\pm A|\mathbf k|$, or $E_0\pm cA|\mathbf k|$ while they stay bound when an offset follows the mass profile; time reversal forbids a splitting of their crossing, whereas exchange can open a gap. What remains is the effect of a second wall, a worked junction with numbers, and the terms neglected in real junctions.

All numerical values are calculated from the stated model.
